\section*{Matching a Charged Semiconductor Slab to Depletion Layer and Electrolyte}

\section{What a thin slab gets wrong}

Take an n-type oxide with $N=2\times10^{18}\ \mathrm{cm^{-3}}$ donors in an aqueous electrolyte, and raise its potential by 1 V from the uncharged state. A slab 5.12 nm thick contains at most $eN\times5.12\ \mathrm{nm}=0.16\ \mu\mathrm{C/cm^2}$ of donor charge. The interface, as found below, needs $0.79\ \mu\mathrm{C/cm^2}$, spread over more than 20 nm. The depletion layer does not fit into the slab.

If the missing layer is ignored and all charge is put on the surface, the whole volt falls across the electrolyte. If the electrolyte capacitance kept its zero-charge value of $17.8\ \mu\mathrm{F/cm^2}$, the charge would then be $17.8\ \mu\mathrm{C/cm^2}$, more than 20 times too large. The surface field, and every surface energy that depends on it, would be wrong accordingly. The cure is to keep the slab for the surface and to attach the rest of the semiconductor analytically.

\section{Signs and the origin of potential}

The semiconductor fills $z<0$ and the electrolyte $z>0$; $e>0$. Let $\psi(z)$ be the electrostatic potential of the charged interface minus that of the neutral one, with $\psi=0$ deep in the electrolyte. The subtraction removes the lattice oscillations and the fixed surface dipole. What remains is averaged over a cell.

The electrode potential $U$ sets the Fermi level, $\mu=-eU+\text{const}$. Deep in the semiconductor the electron density must equal $N$, which fixes the distance from $\mu$ to the band edge. The band edge moves by $-e\psi_b$, where $\psi_b$ is the bulk value of $\psi$. Hence
\begin{equation}
 \psi_b=U-U_0\equiv V ,
\end{equation}
where $U_0$ is the potential of the uncharged interface. Positive $V$ depletes the semiconductor.

The displacement $D$ counts all charge except polarization charge. By Gauss's law, $D$ at a plane is the free charge per area behind it, since $D=0$ in the bulk.

\section{Simple case: depletion layer and one capacitor}

Let $u(z)=V-\psi(z)$ be the local band bending. Assume ionised donors, no holes, no current, and Boltzmann electrons of density $Ne^{-eu/kT}$. With permittivity $\varepsilon$, $D=-\varepsilon\psi'=\varepsilon u'$ and
\begin{equation}
 D'=eN\left(1-e^{-eu/kT}\right).
\end{equation}
Multiply by $D=\varepsilon u'$. The left side becomes $(D^2/2)'$ and the right side a total derivative of a function of $u$. Integrating from the bulk, where $D=u=0$, to a plane where $u=V_{sc}$ gives
\begin{equation}
 D^2=2\varepsilon NkT\left(v-1+e^{-v}\right),\qquad v=\frac{eV_{sc}}{kT}.
 \label{law}
\end{equation}
In depletion, $v$ is several units, the exponential drops out, and
\begin{equation}
 D^2=2\varepsilon eN\left(V_{sc}-kT/e\right).
 \label{ms}
\end{equation}

Put everything beyond the space charge into one constant capacitance $C$, so that $V=V_{sc}+D/C$. Define $y=V_{sc}-kT/e$, $W=V-kT/e$ and
\begin{equation}
 V_N=\frac{\varepsilon eN}{2C^2}.
\end{equation}
Then $D/C=\sqrt{2\varepsilon eNy}/C=2\sqrt{V_Ny}$, and
\begin{equation}
 W=y+2\sqrt{V_Ny}\quad\Rightarrow\quad W+V_N=\left(\sqrt y+\sqrt{V_N}\right)^2 .
\end{equation}
The positive root gives
\begin{equation}
 V_{sc}=\frac{kT}{e}+\left(\sqrt{V_N+V-kT/e}-\sqrt{V_N}\right)^2 .
 \label{division}
\end{equation}

\subsection*{Limits}
For $W\gg V_N$ the capacitor receives about $2\sqrt{V_NW}$, a fraction that falls as $W^{-1/2}$. For $kT/e\ll y\ll V_N$, which needs heavy doping or small $C$, $y\approx W^2/4V_N$ and most of the potential falls across the capacitor.

Near $V=0$, (\ref{ms}) does not apply. Expanding (\ref{law}) with $v-1+e^{-v}\approx v^2/2$ gives $D=C_DV_{sc}$ with $C_D=\sqrt{\varepsilon e^2N/kT}$, so $V_{sc}/V=C/(C+C_D)$. The semiconductor then acts as an ordinary series capacitor.

\section{Replacing the surface region by a slab}

\subsection*{Dielectric response of the slab}
To test the matching I use a slab whose filled bands are treated quantum mechanically: atomic planes a distance $a$ apart, site energies alternating between $\pm g$, hopping $t$, and one chain per area $A$. In the bulk
\begin{equation}
 H(k)=g\sigma_z+2t\cos(ka)\,\sigma_x,\qquad E=\sqrt{g^2+4t^2\cos^2ka},
\end{equation}
with bands at $\pm E$. The eigenvectors rotate by half the angle $\theta$, where $\tan\theta=2t\cos(ka)/g$. The interband position element is therefore
\begin{equation}
 |r|=\tfrac12\left|\frac{\partial\theta}{\partial k}\right|=\frac{tag\,|\sin ka|}{E^2}.
\end{equation}
A field $F$ adds the energy $eFx$. First-order perturbation theory gives each filled state the dipole $2e^2|r|^2F/(2E)$. Two spins and the zone of length $\pi/a$ give
\begin{equation}
 \varepsilon=\varepsilon_{bg}+\frac1A\int\frac{dk}{2\pi}\,\frac{2e^2|r|^2}{E},
\end{equation}
where $\varepsilon_{bg}$ stands for the lattice and the remaining electrons. There is no local-field correction at this order. Inversion about a plane reverses $F$ but leaves the charge on that plane unchanged, so this charge has no term linear in $F$.

Away from its faces the slab thus obeys $d\psi/dz=-D/\varepsilon$. For the parameters below, the zone integral gives a relative permittivity of 11.7866, and the potential slope inside a charged 32-plane slab gives the same value.

\subsection*{The matching condition}
Choose a plane $z_c$ inside the slab, several planes from both faces. The omitted semiconductor contributes the charge $D_c$, placed as a sheet on the back face of the slab. By Gauss's law the displacement at $z_c$ is then correct. Donors and carriers are kept in front of $z_c$, but not between the back face and $z_c$, because the sheet already represents them. Continuity of potential requires
\begin{equation}
 V_{sc}+\psi_c\!\left[D_c(V_{sc}),V\right]=V ,
 \label{match}
\end{equation}
with $D_c(V_{sc})$ from (\ref{law}) and $\psi_c$ read from the slab calculation. The second argument records that the slab's electronic levels are filled up to the bulk Fermi level. In this model more back charge raises $\psi_c$, so the left side rises with $V_{sc}$ and there is one root.

With partly filled surface states, a slab code that fixes charge instead of Fermi level has two unknowns, $D_c$ and the surface charge. The second equation is then that the slab's Fermi level equals $-eV$, counted from its position at the uncharged interface.

\subsection*{Does the answer depend on the cut?}
Let $L=|z_c|$, with $z=0$ half a spacing beyond the last atomic plane, and let $\psi_s$ be the potential on that last plane. In an undoped slab $\psi_c-\psi_s=D_c(L/\varepsilon+s)$, which defines the excess inverse capacitance $s$ of the termination. With depleted donors in front of the cut, $D(z)=D_c+eN(z-z_c)$. Integrating $D/\varepsilon$ and adding the termination gives
\begin{equation}
 \psi_c-\psi_s=\frac{D_cL}{\varepsilon}+\frac{eNL^2}{2\varepsilon}+sD_s,\qquad D_s=D_c+eNL ,
\end{equation}
where the small change of $D$ within the last spacing is neglected in the $s$ term. Continue the space-charge potential to the surface,
\begin{equation}
 V_x=V_{sc}+\frac{D_cL}{\varepsilon}+\frac{eNL^2}{2\varepsilon}.
\end{equation}
Multiplying $V_x-kT/e$ by $2\varepsilon eN$ and using (\ref{ms}) for the first term,
\begin{equation}
 2\varepsilon eN\!\left(V_x-\frac{kT}{e}\right)=D_c^2+2eNLD_c+(eNL)^2=D_s^2 .
\end{equation}
This is (\ref{ms}) again, now at the surface, and $L$ has disappeared. The split between ``behind the cut'' and ``inside the slab'' is bookkeeping; their sum is physical.

The simple case therefore survives without surface states: (\ref{division}) gives $V_x$ if
\begin{equation}
 \frac1C=s+\frac1{C_{el}} .
\end{equation}

\subsection*{The electrolyte}
$C_{el}$ is a Stern capacitance $C_H$ in series with the diffuse layer. For a 1:1 salt with $c$ ions of each sign per volume, the charge density at potential $\phi$ is $-2ec\sinh(e\phi/kT)$. The integration that led to (\ref{law}) now gives $Q^2=4\varepsilon_wckT[\cosh(e\phi_d/kT)-1]$, where $\phi_d$ is the potential at the Stern plane. Since $\cosh x-1=2\sinh^2(x/2)$,
\begin{equation}
 Q=\sqrt{8\varepsilon_wckT}\,\sinh\frac{e\phi_d}{2kT},\qquad
 C_d=\frac{dQ}{d\phi_d},\qquad \frac1{C_{el}}=\frac1{C_H}+\frac1{C_d}.
\end{equation}
The closed form uses $C_d$ at zero charge. For a given $Q$ this overstates $\phi_d$ by the factor $\sinh x/x$ with $x=e\phi_d/2kT$, which is 18\% at $e\phi_d=2kT$ and less below.

\section{What a capacitance measurement sees}

Still without surface states, $V-kT/e=D_s^2/(2\varepsilon eN)+D_s/C$. Differentiate and square:
\begin{align}
 \frac1{C_{tot}}&=\frac{dV}{dD_s}=\frac1C+\frac{D_s}{\varepsilon eN},\\
 \frac1{C_{tot}^2}&=\frac1{C^2}+\frac{2}{\varepsilon eN}\left(\frac{D_s}{C}+\frac{D_s^2}{2\varepsilon eN}\right)
 =\frac1{C^2}+\frac{2(V-kT/e)}{\varepsilon eN}.
 \label{cap}
\end{align}
A constant series capacitance leaves the slope unchanged. It moves the zero of $1/C_{tot}^2$ from $V=kT/e$ to $V=kT/e-V_N$.

\section{Adding surface states}

Let the surface carry $N_{ss}$ donor-like states per area, neutral when filled, lying $\Delta$ below the Fermi level at flat band. No spin degeneracy factor is included. The total band bending $B=V-\psi_s$ lifts them by $eB$, so the empty fraction and the charge are
\begin{equation}
 p=\frac{1}{1+e^{(\Delta-eB)/kT}},\qquad Q_{ss}=eN_{ss}p .
\end{equation}
For $\Delta\gg kT$ this charge is negligible at flat band, and $U_0$ remains the flat-band potential.

Charge balance reads $Q_{sc}(B)+Q_{ss}(B)=Q_{el}(\psi_s)$. Differentiating, $(C_{sc}+C_{ss})\,dB=C_{el}\,d\psi_s$. With $dV=dB+d\psi_s$,
\begin{equation}
 \frac{dB}{dV}=\frac{C_{el}}{C_{el}+C_{sc}+C_{ss}} .
 \label{share}
\end{equation}
The derivative of $p$ gives $C_{ss}=e^2N_{ss}p(1-p)/kT$. Since $B=V_x+sQ_{sc}$, (\ref{ms}) gives $1/C_{sc}=Q_{sc}/(\varepsilon eN)+s$ in depletion.

\subsection*{Limits}
When the states are all filled or all empty, $C_{ss}\to0$ and the band bending takes nearly every increment of $V$, provided $C_{sc}\ll C_{el}$. When they are half empty, $C_{ss}$ reaches $e^2N_{ss}/4kT$. If this is much larger than $C_{el}$, the bands are pinned and the increment goes to the electrolyte.

Pinning ends when the states are exhausted. Then $Q_{el}=Q_{sc}+eN_{ss}$, and for constant $C_{el}$
\begin{equation}
 V=V_x+\frac{Q_{sc}}{C}+\frac{eN_{ss}}{C_{el}} .
 \label{after}
\end{equation}
The simple case returns with $V$ reduced by the constant $eN_{ss}/C_{el}$.

\section{Worked example in the regime of SnO$_2$}

The rough typical inputs are a gap $2g=3.6$ eV, a permittivity near 12 and a mass near $0.3\,m_e$. I set $t=2.1$ eV, $a=0.16$ nm, $A=0.10\ \mathrm{nm^2}$ and a background permittivity of 8. The electrolyte has $C_H=20\ \mu\mathrm{F/cm^2}$ and 0.5 mol/L salt. The surface values $N_{ss}=3\times10^{13}\ \mathrm{cm^{-2}}$ and $\Delta=0.60$ eV are chosen round numbers. The temperature is 298.15 K.

\subsection*{Without surface states}
The diffuse layer has $161\ \mu\mathrm{F/cm^2}$ at zero charge, so $1/C_{el}=1/20+1/161=0.0562\ \mathrm{cm^2/\mu F}$. The slab gives $s=-0.0061\ \mathrm{cm^2/\mu F}$. The negative sign comes from the choice of surface plane: $L$ includes half a spacing beyond the last atomic plane, worth $a/2\varepsilon=0.0077\ \mathrm{cm^2/\mu F}$. Counted from the last plane itself, the excess is $+0.0016\ \mathrm{cm^2/\mu F}$.

With $1/C=0.0562-0.0061=0.0501\ \mathrm{cm^2/\mu F}$ one finds $V_N=0.42$ mV. At $V=1$ V, $W=0.9743$ V and
\begin{equation}
 V_x=0.0257+\left(\sqrt{0.9747}-\sqrt{0.00042}\right)^2=0.960\ \mathrm V .
\end{equation}
The charge is $D_s=0.791\ \mu\mathrm{C/cm^2}$, and the electrolyte takes $0.791\times0.0562=0.044$ V. These two drops exceed 1 V by 5 mV, which is the negative termination term $sD_s$.

The reference for the matching is a 320-plane chain that contains the whole depletion layer. It solves the same microscopic model without using (\ref{law}) or the bulk $\varepsilon$.
\begin{itemize}
\item At three depths of this chain, for $V=1.2$ V, (\ref{law}) reproduces $D$ to $2\times10^{-5}$ relative to the chain's own value.
\item From 0.4 to 1.4 V the closed form gives the electrolyte drop to 0.011 mV.
\item Total capacitances of 0.539 and $0.377\ \mu\mathrm{F/cm^2}$ at 0.6 and 1.2 V return, through the slope of (\ref{cap}), the donor density put in.
\end{itemize}

Leaving the donors out of the slab in front of a cut at $L=2.56$ nm lowers the electrolyte drop at 1 V from 44.4 to 40.2 mV, or by 10\%. The size is as expected: the omitted charge $eNL=0.082\ \mu\mathrm{C/cm^2}$ is 10\% of $D_s$. With the donors kept, moving the cut by eight planes changes the drop by less than $0.1\ \mu$V.

\subsection*{With surface states}
The matched 32-plane slab, cut at $L=2.56$ nm, gives this division (potentials in V, charge in $\mu\mathrm{C/cm^2}$):

\begin{center}
\begin{tabular}{ccccc}
$V$ & $V_{sc}$ & $\psi_c-\psi_s$ & $\psi_s$ & $Q_{ss}$\\
\hline
0.2 & 0.114 & 0.068 & 0.018 & 0.00\\
0.4 & 0.267 & 0.106 & 0.027 & 0.00\\
0.6 & 0.411 & 0.131 & 0.058 & 0.45\\
0.8 & 0.469 & 0.140 & 0.192 & 2.79\\
1.0 & 0.549 & 0.151 & 0.300 & 4.71\\
1.2 & 0.717 & 0.172 & 0.311 & 4.81\\
1.4 & 0.893 & 0.192 & 0.315 & 4.81
\end{tabular}
\end{center}

The electrolyte drop agrees with the 320-plane reference to better than $1\ \mu$V in every row. Both calculations share the same surface states, electrolyte and carrier statistics, so this confirms the matching and not those ingredients.

Three ranges are visible. Up to 0.4 V the band bending $B$ takes most of the potential: about 91\% of the first 0.2 V and more than 95\% of the next 0.2 V. Between 0.6 and 1.0 V the electrolyte takes 0.242 V of the 0.4 V added, or 61\%. Above 1.0 V the states are nearly exhausted and the band bending resumes. At 0.8 V, (\ref{share}) gives
\begin{equation}
 \frac{dB}{dV}=\frac{17.9}{17.9+0.54+45.5}=0.28 ,
\end{equation}
and the reference chain gives the same by finite differences. At 0.4 and 1.4 V both give 0.96 and 0.98.

Equation (\ref{after}) can be tried at 1.4 V. The exhausted states cost $4.81\times0.0562=0.270$ V. Inserting the remaining 1.130 V into (\ref{division}) gives $V_x=1.088$ V. The table gives $B=1.085$ V, and removing the termination term of $-5$ mV gives $V_x=1.090$ V. The closed form neglects the rise of $C_d$ with charge, which overstates the electrolyte drop and has the sign of this 2 mV difference.

\section{How far the numbers carry over to a real electrode}

At fixed doping, the Stern capacitance and the discreteness of the surface charge matter most among the effects sized here. At $V=1$ V with surface states, changing it from 20 to 10 or $40\ \mu\mathrm{F/cm^2}$, all else fixed, moves the electrolyte drop from 0.30 V to 0.39 or 0.17 V. Permittivity, carrier statistics and temperature give smaller corrections. The effect of discrete charges is only estimated, and inside the pinned range it can exceed that of the Stern capacitance:
\begin{itemize}
\item \emph{Permittivity.} SnO$_2$ is anisotropic. Without surface states, relative permittivities of 10 and 14 give electrolyte drops of 41 and 48 mV at 1 V, against 44 mV.
\item \emph{Degeneracy.} The donor density is about half the effective density of states, $4.2\times10^{18}\ \mathrm{cm^{-3}}$. Fermi statistics raise the offset $kT/e$ by 2.2 mV, or by 2.7 mV if one principal mass is $0.2\,m_e$. Full ionisation in the bulk is not assured either. A hydrogenic donor binds with about 30 meV, close to $kT$, and the density lies near the Mott threshold ($a_BN^{1/3}\approx0.26$). If the level stayed discrete, only about 40\% of the bulk donors would be ionised, and the offset would rise by about 8 mV in total.
\item \emph{Temperature.} At 353 K with fixed capacitances and no surface states, the 44 mV drop changes by about 0.1 mV. With surface states the change is a few mV, for example from 58 to 63 mV at 0.6 V.
\item \emph{Discrete charges.} The estimate $e/(4\pi\varepsilon d)$ at the mean spacing $d$ gives 15 mV for donors. For surface charges, with the mean permittivity of oxide and water, it gives 18 mV; a layered model with a Stern layer 0.2 to 0.5 nm thick and screening salt beyond it gives about 10 mV. These are potentials of a single neighbour. The potentials of many randomly placed charges add up to fluctuations that can exceed $kT/e$; inside the depletion layer they reach several tens of mV. For the surface states the planar average fails more seriously. The screening length $\varepsilon/C_{el}\approx0.6$ nm is shorter than their spacing of 1.8 nm, and a level feels only the other charges, not its own share of the averaged shift of about 0.26 V. If the states form a square lattice, the layered model gives the others only 35 to 38\% of that shift. The pinned range then narrows, and the electrolyte drop at 0.8 V rises from 0.19 to about 0.29 V, while the values at 0.4 and 1.4 V stay the same. If the states are placed at random, the level shift with all states empty scatters by roughly 0.1 V about a mean near 0.2 V, which broadens the range. The table rows between 0.6 and 1.0 V therefore hold for smeared surface charge only.
\item \emph{High field.} At 1.4 V the peak field is 0.81 MV/cm. The bending is only 0.30 of the gap, so the valence band at the surface stays below the conduction band of the bulk, and interband tunnelling across the layer has no final state. Even in a uniform field of this strength, where final states exist, a two-band estimate gives an exponent between $-180$ and $-190$. Nor does one passage through the layer give a carrier enough energy to create a pair.
\end{itemize}

Tunnelling through the depletion barrier is different. Its characteristic energy $\tfrac12e\hbar\sqrt{N/m\varepsilon}$ is 14 meV, or $0.54\,kT$, so thermally assisted tunnelling can contribute to a current. The electrostatic division assumes no current; an electrode that oxidises water or leaks needs a kinetic model for the occupation of its surface states.

The chain represents dielectric response and is not a first-principles SnO$_2$ surface. A real surface may have a distribution of levels instead of one, and adsorption or a change of pH moves $U_0$. The doping is also far below that of transparent conducting SnO$_2$ electrodes, which lie roughly at $10^{20}\ \mathrm{cm^{-3}}$ and above. At $2\times10^{20}\ \mathrm{cm^{-3}}$, with $C$ and $\varepsilon$ unchanged, $V_N$ grows a hundredfold to 42 mV. At $V=1$ V, (\ref{division}) then gives $D_s/C=0.33$ V, and the electrolyte drop $D_s/C_{el}$ is about 0.37 V even without surface states. That figure is only a guide, because Boltzmann statistics fail at such a density. For a parabolic band of mass $0.3\,m_e$, Fermi statistics raise the offset $kT/e$ to about 0.17 V and lower the electrolyte drop to about 0.33 V. At this doping the layer is only about 2 nm wide, the peak field is near 6 MV/cm, and the barrier tunnelling energy is about 140 meV, or $5\,kT$, so the assumptions of zero current and of a classical continuum are doubtful as well. The values for the worked example at $2\times10^{18}\ \mathrm{cm^{-3}}$ are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Gap 3.6 eV, hopping 2.1 eV, T 298.15 K
Plane spacing 0.16 nm, area per chain 0.10 nm^2
Donors 2.0e+18 cm^-3, surface states 3.0e+13 cm^-2
Surface level below Fermi level at flat band 0.60 eV
Stern 20.0 uF/cm^2, salt 0.5 mol/L, water permittivity 78
Diffuse-layer capacitance at zero charge 161.0 uF/cm^2
Thermal voltage 25.69 mV
Background relative permittivity 8.0
Relative permittivity: zone integral 11.7866, slab slope 11.7866
Planes: slab 32, reference 320; cut depth 2.56 nm
Termination s -0.00606 cm^2/uF, 1/C_el 0.05621 cm^2/uF
Largest relative error of space-charge law 1.8e-05
With surface states: V, V_sc, slab, electrolyte, reference electrolyte (V); Q_total, Q_states (uC/cm^2)
  0.2000 0.1140 0.0677 0.0183 0.0183 ; 0.325 0.000
  0.4000 0.2671 0.1057 0.0272 0.0272 ; 0.485 0.001
  0.6000 0.4107 0.1310 0.0584 0.0584 ; 1.039 0.449
  0.8000 0.4686 0.1398 0.1916 0.1916 ; 3.419 2.792
  1.0000 0.5485 0.1510 0.3005 0.3005 ; 5.382 4.709
  1.2000 0.7170 0.1722 0.3108 0.3108 ; 5.568 4.806
  1.4000 0.8929 0.1917 0.3153 0.3153 ; 5.650 4.807
Largest matched-reference difference 0.000 mV
Change on moving cut by 8 planes 0.0000 mV
Electrolyte drop at 1.0 V, no states: 44.43 mV; slab donors omitted 40.15 mV
Closed form at 1.0 V: space charge 0.9603 V, electrolyte 44.44 mV, D 0.791 uC/cm^2
V_N 0.421 mV; largest closed-form error 0.011 mV
Total capacitance at 0.6 V, no states 0.5394 uF/cm^2
Total capacitance at 1.2 V, no states 0.3773 uF/cm^2
Donors from Mott-Schottky slope 2.0001e+18 cm^-3
dB/dV: V, reference, formula; C_sc, C_ss, C_el (uF/cm^2)
  0.4 V 0.9610 0.9611 ; 0.694 0.027 17.794
  0.8 V 0.2803 0.2802 ; 0.536 45.543 17.941
  1.4 V 0.9786 0.9786 ; 0.397 0.000 18.140
At 1.4 V with states: bending 1.085 V, width 26.3 nm, peak field 0.808 MV/cm
Bending/gap 0.301; interband tunnelling exponent 187
Mass along chain 0.304 m_e, N_c 4.16e+18 cm^-3
Degeneracy shift 2.16 mV; with one mass 0.2 m_e 2.66 mV
Barrier tunnelling energy E00 13.9 meV, E00/kT 0.54
Potential graininess: donors 15.4 mV, surface charges 17.6 mV
Electrolyte drop at 1.0 V, no states, permittivity 10 and 14: 41.0 and 48.3 mV
Same at 353.15 K, fixed capacitances 44.33 mV
Electrolyte drop at 1.0 V with states, Stern 10 and 40 uF/cm^2: 0.387 and 0.171 V
\end{verbatim}
